\section*{Staged and Joint Löwdin Elimination at Fixed Energy, Exact and Truncated}

\section{Two answers for one level}

Take three orbitals $a$, $b$, $c$ and ask for the effective energy of $a$ after $b$ and $c$ have been eliminated. For the numbers used below, the second-order formula with the energy in its denominators fixed at zero gives $-0.0152$ hartree if $c$ is removed first and $b$ next. The same formula, applied to $b$ and $c$ together, gives $-0.0197$ hartree. These two numbers alone do not show whether the fault lies in the staging or in the formula.

The theorem is that exact elimination in two stages equals exact elimination in one, provided that both stages use the same energy $E$ and that the inverses involved exist. The discrepancy therefore comes from truncation. Where it enters depends on what ``second order at each stage'' means, and three meanings are separated below.

The setting is a one-electron Hamiltonian $H$, Hermitian, in an orthonormal basis. For a crystal, $H$ is the Bloch Hamiltonian at one wave vector, and the argument holds at each wave vector separately. Interactions beyond such a one-electron description are not treated. Energies are in hartree.

\section{One remote level}

Let $a$ and $b$ have energies $e_a$, $e_b$ and a real coupling $u=H_{ab}$. The Schr\"odinger equation for amplitudes $p$ on $a$ and $q$ on $b$ is
\begin{align}
(E-e_a)p-uq&=0,\\
-up+(E-e_b)q&=0.
\end{align}
If $E\neq e_b$, the second row gives $q=up/(E-e_b)$. Inserted into the first row, this yields
\begin{equation}
\left[E-e_a-\frac{u^2}{E-e_b}\right]p=0 .
\end{equation}
The remote level has been replaced by an energy-dependent shift,
\begin{equation}
h_a(E)=e_a+\frac{u^2}{E-e_b}. \label{one}
\end{equation}
This looks like second-order perturbation theory, but nothing has been neglected: for $u\neq0$, $E=h_a(E)$ is equivalent to the full quadratic equation $(E-e_a)(E-e_b)=u^2$. An approximation enters when $E$ in the denominator is replaced by a guess such as $e_a$.

As a limit, let $e_b\to\infty$ at fixed $u$ and $E$. The shift vanishes as $-u^2/e_b$, so a distant level decouples, and from above it pushes $a$ down. At $E=e_b$ with $u\ne0$ the elimination fails, because the second row can no longer be solved for $q$.

\section{Three levels, one at a time and together}

Add a level $c$ with real couplings $w=H_{ac}$ and $v=H_{bc}$, and write
\begin{equation}
x=E-e_b,\qquad y=E-e_c .
\end{equation}
Remove $c$ first, with $y\neq0$. Its row gives $q_c=(wp+vq_b)/y$. Substitution into the other two rows changes both energies and the coupling:
\begin{equation}
e_a'=e_a+\frac{w^2}{y},\quad
e_b'=e_b+\frac{v^2}{y},\quad
u'=u+\frac{wv}{y}. \label{stage1}
\end{equation}
The last of these is an indirect hop from $a$ to $b$ through $c$. Now remove $b$ by \eqref{one} with the primed quantities. Since $E-e_b'=x-v^2/y$,
\begin{align}
h_a&=e_a+\frac{w^2}{y}+\frac{(u+wv/y)^2}{x-v^2/y}\nonumber\\
&=e_a+\frac{w^2}{y}+\frac{(uy+wv)^2}{y(xy-v^2)}\nonumber\\
&=e_a+\frac{w^2xy-w^2v^2+u^2y^2+2uwvy+w^2v^2}{y(xy-v^2)}\nonumber\\
&=e_a+\frac{u^2y+w^2x+2uwv}{xy-v^2}. \label{exact3}
\end{align}
The second line multiplies numerator and denominator of the last fraction by $y^2$; in the third the terms $\mp w^2v^2$ cancel, which frees a factor $y$.

For joint removal, solve the rows of $b$ and $c$ at once. The inverse needed is
\begin{equation}
\begin{pmatrix}x&-v\\-v&y\end{pmatrix}^{-1}
=\frac{1}{xy-v^2}\begin{pmatrix}y&v\\v&x\end{pmatrix}.
\end{equation}
Placing it between the row $(u,w)$ and the corresponding column gives $(u^2y+2uwv+w^2x)/(xy-v^2)$, which is again \eqref{exact3}. The expression is unchanged when $b$ and $c$ are exchanged ($u\leftrightarrow w$, $x\leftrightarrow y$), so removal of $b$ first gives it too.

For $v=0$ it reduces to $e_a+u^2/x+w^2/y$: remote levels that do not talk to each other contribute separate shifts.

\section{The general theorem}

Let $P$ be the kept orbitals, $1$ and $2$ two remote sets of any finite size, and $Q=1\cup2$. Define $A=E-H$, so that off-diagonal blocks obey $A_{PQ}=-H_{PQ}$. Assume that $A_{22}$ and $A_{QQ}$ are invertible. Joint elimination is defined by
\begin{equation}
H_P(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}. \label{joint}
\end{equation}

\subsection{Joint elimination as a linear problem}

Choose any vector $p$ on $P$ and let $q$ solve the remote rows,
\begin{equation}
A_{QP}\,p+A_{QQ}\,q=0 . \label{rows}
\end{equation}
The solution $q=-A_{QQ}^{-1}A_{QP}p$ is unique. The left side of the $P$ rows is then
\begin{align}
A_{PP}p+A_{PQ}q&=(A_{PP}-A_{PQ}A_{QQ}^{-1}A_{QP})p\nonumber\\
&=(E-H_P(E))\,p . \label{jointres}
\end{align}
The two minus signs in $A_{PQ}$ and $A_{QP}$ cancel, which gives the plus sign in \eqref{joint}. The $P$ rows have not been set to zero, so $E$ need not be an eigenvalue.

If $E$ is an eigenvalue and $p$ is the part of an eigenvector on $P$, the $P$ rows vanish and $H_P(E)p=Ep$. Here $p\neq0$, because $p=0$ in \eqref{rows} would force $q=0$.

\subsection{The same problem in two stages}

Split $q$ into $q_1$ and $q_2$. The rows of set 2 give
\begin{equation}
q_2=-A_{22}^{-1}(A_{2P}p+A_{21}q_1). \label{q2}
\end{equation}
For $i,j\in\{P,1\}$ define the stage-one blocks
\begin{equation}
A'_{ij}=A_{ij}-A_{i2}A_{22}^{-1}A_{2j}. \label{Aprime}
\end{equation}
They are the blocks of $E-H'$, where $H'$ is the Hamiltonian on $P\cup1$ after exact removal of set 2 at energy $E$. Inserting \eqref{q2} into the rows of set 1 gives
\begin{equation}
A'_{1P}p+A'_{11}q_1=0, \label{row1}
\end{equation}
and the left side of the $P$ rows becomes
\begin{equation}
A_{PP}p+A_{P1}q_1+A_{P2}q_2=A'_{PP}p+A'_{P1}q_1. \label{rowP}
\end{equation}

The second stage needs the inverse of $A'_{11}$. It exists because of the factorization
\begin{equation}
A_{QQ}=
\begin{pmatrix}1&A_{12}A_{22}^{-1}\\0&1\end{pmatrix}
\begin{pmatrix}A'_{11}&0\\A_{21}&A_{22}\end{pmatrix}.
\end{equation}
Multiplying out, the upper left block is $A'_{11}+A_{12}A_{22}^{-1}A_{21}=A_{11}$, and the others follow at once. Taking determinants,
\begin{equation}
\det A_{QQ}=\det A_{22}\,\det A'_{11}.
\end{equation}
The left side and $\det A_{22}$ are nonzero by assumption, hence so is $\det A'_{11}$.

Now solve \eqref{row1} for $q_1$ and insert it into \eqref{rowP}. The result is
\begin{equation}
(A'_{PP}-A'_{P1}A_{11}'^{-1}A'_{1P})p=(E-H''_P)p,
\end{equation}
where $H''_P$ is the outcome of the second stage. The pair $(q_1,q_2)$ found in this way satisfies all rows of \eqref{rows}, whose solution is unique. It is therefore the same $q$ as before, and the left side of the $P$ rows is the same vector as in \eqref{jointres}. Since $p$ was arbitrary,
\begin{equation}
H''_P=H_P(E).
\end{equation}
This proves the theorem. In words, the stages solve one set of linear equations in a different order.

\subsection{Where the conditions matter}

Use the model
\begin{equation}
\begin{gathered}
e_a=0,\quad e_b=0.20,\quad e_c=0.50,\\
u=0.05,\quad w=0.06,\quad v=0.10 .
\end{gathered}
\end{equation}
These are round parameters and do not describe a particular material.

First let $E$ coincide with $e_c$, so that $y=0$ and $x=0.30$. Removal of $c$ first is undefined, since \eqref{stage1} divides by zero. The joint result \eqref{exact3} remains finite:
\begin{equation}
h_a=\frac{0.00108+0.00060}{-0.0100}=-0.168 .
\end{equation}
Removal of $b$ first gives this value as well. Removal of $c$ first reaches it as the limit $y\to0$, because its final expression is \eqref{exact3} for every small $y\neq0$.

Next use unequal energies: remove $c$ at $E=0.20$ and $b$ at $E=0$. The first stage has $y=-0.30$ and gives $e_a'=-0.0120$, $e_b'=0.1667$, $u'=0.0300$. The second gives $-0.0120-0.0009/0.1667=-0.0174$. The joint result at $E=0$, computed in the next section, is $-0.0152$. An intermediate Hamiltonian made at one energy and reused at another is thus outside the theorem.

\section{Second-order truncation at fixed energy}

\subsection{The rule and its outcome}

Let $D_{QQ}$ be the diagonal part of $H_{QQ}$. The second-order rule replaces $(E-H_{QQ})^{-1}$ in \eqref{joint} by $(E-D_{QQ})^{-1}$. It keeps the given $E$ but ignores couplings inside the removed set.

In the three-level model each stage removes a single level. A one-by-one block has no off-diagonal part, so the rule neglects nothing at either stage, and the staged result is exact. Removing $b$ and $c$ together, the rule drops $v$:
\begin{equation}
h_a^{(2)}=e_a+\frac{u^2}{x}+\frac{w^2}{y}. \label{oneshot}
\end{equation}
The equality of staged and joint removal is broken, but the error sits in the joint calculation.

At $E=0$ one has $x=-0.20$ and $y=-0.50$. Removing $c$ gives
\begin{align}
e_a'&=-0.0036/0.50=-0.0072,\nonumber\\
e_b'&=0.20-0.0100/0.50=0.1800,\nonumber\\
u'&=0.05-0.0060/0.50=0.0380 .
\end{align}
Removing $b$ then gives
\begin{equation}
h_a=-0.0072-\frac{0.0380^2}{0.1800}=-0.0152 .
\end{equation}
The one-shot rule gives
\begin{equation}
h_a^{(2)}=-\frac{0.0025}{0.20}-\frac{0.0036}{0.50}=-0.0197 .
\end{equation}
Staged minus one-shot is $0.0045$ hartree, or $0.122$ eV. This is 29\% of the magnitude of the exact shift at $E=0$.

\subsection{What the joint rule loses}

Let $s_2=u^2/x+w^2/y$. Since $u^2y+w^2x=xy\,s_2$, subtracting \eqref{oneshot} from \eqref{exact3} gives
\begin{align}
\Delta&=\frac{xy\,s_2+2uwv}{xy-v^2}-s_2\nonumber\\
&=\frac{2uwv+v^2s_2}{xy-v^2}. \label{delta}
\end{align}
For $v^2<|xy|$ the denominator can be expanded in powers of $v^2/(xy)$:
\begin{equation}
h_a-e_a=\left(s_2+\frac{2uwv}{xy}\right)\left(1+\frac{v^2}{xy}+\cdots\right). \label{paths}
\end{equation}
To verify this, divide numerator and denominator of the shift in \eqref{exact3} by $xy$. The third-order term $2uwv/(xy)$ belongs to the two closed paths $a\to b\to c\to a$ and $a\to c\to b\to a$. Later terms add further hops between $b$ and $c$. Staging retains these paths because $u'$ and $e_b'$ carry them into the second stage.

For the model, $v^2/(xy)=0.1$. The terms of orders two to five are $-0.0197$, $+0.0060$, $-0.0020$ and $+0.0006$. The third-order term is the largest part of the mismatch, and the fourth-order term takes back about a third of it.

The sign of the third-order term is physical. Reversing the sign of one orbital reverses two of the three couplings and leaves $uwv$ unchanged. For $E$ below both remote levels, $xy>0$, so through this term a positive $uwv$ raises the effective energy and a negative one lowers it.

For nonzero $u$ and $w$, the break disappears in two cases. At $v=0$ the mismatch is zero, as expected. It also vanishes at the accidental value $v=-2uw/s_2$, provided that $s_2\neq0$ and that $xy\neq v^2$ there. For the present $u$, $w$ and $E$ this is $v=0.305$. There the omitted terms cancel in pairs, the third order against the fourth and so on, although the first two have a magnitude of 0.018 hartree each. The accidental value depends on $E$ through $s_2$, so the cancellation does not carry over to the eigenvalue: at $v=0.305$ the lowest eigenvalue is $-0.0134$, while that of the matrix with $v$ deleted is $-0.0184$. If instead exactly one of $u$ and $w$ is zero, the third-order term is absent and the mismatch starts at fourth order.

\subsection{From effective energy to eigenvalue}

The value $h_a(0)=-0.0152$ is only an estimate of an eigenvalue, because it was computed at $E=0$ and does not equal that energy. An eigenvalue satisfies $E=h_a(E)$, provided that the elimination exists at that energy. A bracketed numerical root search with the staged expression gives $E=-0.0145$, the lowest eigenvalue found by diagonalizing the full three-by-three matrix. The one-shot rule gives $-0.0184$. This is the lowest eigenvalue of the matrix with $v$ deleted, because \eqref{oneshot} is the exact elimination for that matrix. Its error relative to the true eigenvalue is $-0.0039$ hartree, or $-0.105$ eV.

\subsection{Larger remote sets}

The exactness of the staged rule came from removing one level per stage. For a larger removed set write $X=E-D_{QQ}$ and $W=H_{QQ}-D_{QQ}$. Then
\begin{equation}
(X-W)^{-1}-X^{-1}=X^{-1}W(X-W)^{-1},
\end{equation}
which follows from $X-(X-W)=W$ on multiplying by $X^{-1}$ from the left and $(X-W)^{-1}$ from the right. The rule drops this term, so a stage is in general approximate when $W\neq0$.

A nine-level case shows it. Two kept levels lie near 0, three remote ones near 3 to 4 and four more near 7 to 9. Random complex couplings and random real level shifts are added, both drawn from distributions with a root-mean-square size of 0.2. The figures that follow are for one draw; in other draws the error of the staged rule typically lies between $6\times10^{-4}$ and $3\times10^{-3}$. At $E=-0.37$, exact staged and joint removal agree to rounding error. The staged second-order rule deviates from them by up to $7\times10^{-4}$ in a matrix element, and from the one-shot rule by up to $4\times10^{-4}$. The one-shot rule deviates from the exact result by up to $1.0\times10^{-3}$, so here both truncated calculations are approximate.

\section{Truncation with frozen energies}

A common way to obtain an energy-independent Hamiltonian is to put level energies in the denominators in place of $E$. At second order, each stage is then in general approximate even for a single removed level.

\subsection{The frozen formula}

Let $i,j$ label the kept levels $a,b$, and remove $c$. Write $H=H_0+V_d+V_o$, where $H_0$ contains the level energies, $V_d$ the coupling inside the kept set, and $V_o$ the couplings to $c$. A unitary transformation with anti-Hermitian $S$ gives
\begin{equation}
e^{-S}He^{S}=H+[H,S]+\tfrac12[[H,S],S]+\cdots .
\end{equation}
Choose $S$ to connect kept levels with $c$ and to cancel $V_o$ at first order, $[H_0,S]=-V_o$. Its elements are
\begin{equation}
S_{ic}=-\frac{H_{ic}}{e_i-e_c},\qquad
S_{ci}=\frac{H_{ci}}{e_i-e_c},
\end{equation}
which requires $e_i\neq e_c$. The second-order terms are
\begin{equation}
[V_d+V_o,S]+\tfrac12[-V_o,S]=[V_d,S]+\tfrac12[V_o,S].
\end{equation}
The first connects kept levels with $c$; removing it by a second-order correction to $S$ affects the kept block from third order on. The second gives
\begin{align}
h_{ij}&=H_{ij}+\tfrac12(H_{ic}S_{cj}-S_{ic}H_{cj})\nonumber\\
&=H_{ij}+\frac{H_{ic}H_{cj}}{2}\left[\frac{1}{e_i-e_c}+\frac{1}{e_j-e_c}\right]. \label{frozen}
\end{align}

\subsection{Order of removal}

In the second stage, apply \eqref{frozen} to the new two-level matrix:
\begin{equation}
\varepsilon_a=h_{aa}+\frac{h_{ab}^2}{h_{aa}-h_{bb}}. \label{frozen2}
\end{equation}
For the model, removal of $c$ gives $h_{aa}=-0.0072$, $h_{bb}=0.1667$ and $h_{ab}=0.0340$, hence
\begin{equation}
\varepsilon_a=-0.0072-\frac{0.0340^2}{0.1739}=-0.0138 .
\end{equation}
With $b$ removed first, the same procedure gives $-0.0182$. One-shot removal with denominators frozen at $e_a$ gives $-0.0197$. The true eigenvalue is $-0.0145$, so all three are wrong, and the staged value depends on the order.

The third-order terms show why. In \eqref{frozen2}, $h_{ab}^2$ contains $u^2$ plus twice the product of $u$ and the indirect coupling. Changes of the denominator are of second order and multiply $u^2$, so they enter at fourth order. With $c$ removed first the third-order term is
\begin{equation}
t_c=\frac{uwv}{e_a-e_b}\left[\frac1{e_a-e_c}+\frac1{e_b-e_c}\right].
\end{equation}
The true term follows from \eqref{paths}. Replacing $E$ by $e_a$ in all denominators of \eqref{paths} changes the shift only from fourth order on, because $E-e_a$ is itself of second order. Therefore
\begin{equation}
t=\frac{2uwv}{(e_a-e_b)(e_a-e_c)},\quad
\frac{t_c}{t}=\frac12\left[1+\frac{e_a-e_c}{e_b-e_c}\right].
\end{equation}
Exchanging $b$ and $c$ gives the ratio $t_b/t$ for the other order. In the model $t=0.006$, $t_c=0.008$ and $t_b=0.001$; the one-shot formula has no third-order term.

Let $e_c$ go far above $a$ and $b$. Then $t_c/t\to1$, whereas $t_b/t\to1/2$. In this limit, removing the distant level first reproduces the third-order term. At the present spacing it overshoots by a third, and the final error of $+0.0007$ hartree is smaller than the third-order excess of $0.002$ because the errors at higher orders alternate in sign ($-0.0025$, $+0.0017$ and $-0.0008$ at orders four to six) and in sum offset part of it.

\section{Strict counting of orders}

A third meaning of truncation is to discard, at the end of the two stages, every product of more than two original couplings. In the fixed-energy calculation $u'^2=u^2+2uwv/y+\cdots$ then reduces to $u^2$, and the shift of $e_b$ drops out of the denominator because it multiplies $u^2$. What remains is $e_a+w^2/y+u^2/x$, the one-shot result \eqref{oneshot}. The same counting in the frozen scheme leaves its one-shot formula.

Strict counting thus restores the equality of staged and joint removal, but at the less accurate value in this example. Agreement between two truncated routes therefore does not by itself show that either is close to the exact elimination.
